When a light minority valley dominates the resistivity of a metal-semiconductor contact

**A case that can be seen through**

Let electrons of two valleys reach a metal through a rectangular barrier of thickness L, whose top lies U above each valley's own bulk edge. Valley 1 is heavy. Valley 2 is light, and its edge lies Δ higher. Atomic units are used in the algebra (ħ = e = m_e = 1), and k is Boltzmann's constant in the product kT. Valley i has multiplicity g_i, mass m_i along the contact normal and masses m_xi, m_yi in the plane; write d_i = √(m_xi m_yi).

For a dilute electron gas the density is proportional to g_i √(m_i) d_i exp(−Δ_i/kT), with Δ_1 = 0 and Δ_2 = Δ, and the mean normal speed to 1/√m_i. The flux striking the barrier is their product, so m_i cancels and g_i d_i exp(−Δ_i/kT) remains. Suppose that U ≫ kT and kT·L√(2m_i/U) ≪ 1. The tunnelling exponent then changes little over the thermal energies above the valley edge. If reflection at the two faces of the barrier is neglected, each flux is multiplied by approximately exp[−2L√(2m_iU)]. A small bias unbalances the two opposite flows by the same fraction in both valleys, so the conductances have the ratio

G_2/G_1 = (g_2d_2/g_1d_1) exp[2L√(2U)(√m_1 − √m_2) − Δ/kT].

The light valley gains in the tunnelling exponent and pays a Boltzmann factor for being nearly empty. In a real depletion layer the barrier narrows upwards, so heavy electrons can climb before they tunnel. The action saved by climbing grows with the normal mass, so climbing raises the heavy valley's conductance by a larger factor than the light valley's. The ratio is therefore smaller than the transmissions at the valley edges alone would give.

**Assumptions**

The semiconductor is n-type, and the contact is planar.

A1. Transport through the barrier is coherent, transverse momentum is conserved, and the contact does not mix valleys. All valleys on the semiconductor side share one Fermi level μ, measured from the heavy bulk edge. No common series resistance is included.

A2. Valleys are parabolic, with a principal axis along the normal. Transmission depends only on the normal energy W above the valley's own bulk edge.

A3. Donors of density N are fully ionized in a medium of dielectric constant κ. The depletion profile is parabolic and image force is neglected. If φ is the barrier from the Fermi level to the heavy edge at the interface, the band bending is U = φ + μ, the same for all valleys.

A4. Transmission is T_i = exp(−S_i) for W < U, with S_i the WKB action, and T_i = 1 for W > U.

Define

E_i = ½√(4πN/(κm_i)), a_i = E_i/kT, E_0i = E_i coth a_i.

**Theorem**

(a) Under A1 the specific contact resistivity obeys 1/ρ_c = Σ_i G_i, where G_i is the zero-bias conductance per area of valley i.

(b) Under A1–A4, let Δ > μ and let both valleys conduct by thermionic-field emission, in the sense made precise in Lemma 4. To leading order in large U, R = G_2/G_1 is

R = P exp[U(1/E_01 − 1/E_02) − Δ/kT],

P = (g_2d_2/g_1d_1) √[E_2 tanh a_2/(E_1 tanh a_1)] cosh a_1/cosh a_2.

In this approximation the light valley carries more than half of the conductance when U > U_c, with

U_c = (Δ/kT − ln P)/(1/E_01 − 1/E_02).

(c) Under A1–A4, if U ≤ Δ, then R ≤ g_2d_2/(g_1d_1), however small m_2 is.

**Lemma 1: conductances add**

A one-dimensional channel carries current v dk_z/2π = dE/2π per spin. With two spins, the current density of electrons from semiconductor to metal is

J = Σ_i (g_i/π) ∫d²k/(2π)² ∫dE T_i(E,k;V) [f(E) − f(E+V)],

where k is the transverse momentum and f(E) = 1/(exp[(E−μ)/kT] + 1). The bias V lowers the metal's Fermi level to μ − V, which gives f(E+V). There is one term per valley because the transmission matrix is diagonal.

Differentiate with respect to V. The term containing ∂T_i/∂V is multiplied by f(E) − f(E+V), which vanishes at V = 0. The other term gives −f′(E). Hence

1/ρ_c = dJ/dV at V=0 = Σ_i G_i,

G_i = (g_i/π) ∫d²k/(2π)² ∫dE T_i (−f′). ∎

This was tested by differentiating the total current numerically with the band bending changed to U − V. The slope agreed with the sum of conductances to about one part in a million.

*Why mixing matters.* Take two channels with velocities v_1 = 1 and v_2 = 2 meeting a delta barrier of matrix strength B. Let α and t be the incident and transmitted amplitudes. Continuity makes the reflected amplitude t − α, and the derivative jump gives iv(t − α) = Bt, or (v + iB)t = vα. In flux-normalized amplitudes the transmission matrix is (1 + iM)⁻¹, with M = v^(−1/2) B v^(−1/2), so the total transmission is Tr(1 + M²)⁻¹. For diagonal strengths 2 and 1.5 it is 1/(1+4) + 1/(1+0.5625) = 0.84, the sum of separate transmissions. An off-diagonal strength of 1 gives det M = (2·1.5 − 1)/2 = 1. The eigenvalues are then λ and 1/λ, and the total is 1/(1+λ²) + λ²/(1+λ²) = 1. The separate values no longer determine the answer.

A common series resistance r also changes the rule: the total is r + 1/ΣG_i, and r must not be assigned to each valley separately.

**Lemma 2: one energy integral per valley**

Write E = Δ_i + W + ε, with ε = k_x²/(2m_xi) + k_y²/(2m_yi). Put k_x = √(2m_xi ε) cos θ and k_y = √(2m_yi ε) sin θ. The Jacobian gives d²k = d_i dε dθ, and the angle contributes 2π. Thus

G_i = (g_i/π)(d_i/2π) ∫₀^∞dW T_i(W) ∫₀^∞dε [−f′(Δ_i+W+ε)].

The inner integral is f(Δ_i + W), since f vanishes at infinite energy. Therefore

G_i = (g_i d_i/2π²) ∫₀^∞dW T_i(W) f(W+Δ_i). ∎

The transverse masses count channels, while the normal mass enters through T_i.

**Lemma 3: the action**

Measured from a valley's bulk edge, the potential energy is U(1−z/w)². Poisson's equation sets its second derivative, 2U/w², equal to 4πN/κ, so w = √(κU/2πN). With s = 1 − z/w and x = W/U,

S_i = 2∫dz √{2m_i[U(1−z/w)² − W]} = 2w√(2m_iU) ∫_{√x}^1 ds √(s²−x).

An antiderivative of √(s²−x) is ½[s√(s²−x) − x ln(s+√(s²−x))]. Also, w√(2m_iU) = U√(κm_i/πN) = U/E_i. With q = √(1−x), the logarithm left by the limits is

ln[(1+q)/√x] = ln√[(1+q)/(1−q)] = artanh q,

because x = (1−q)(1+q). Hence

S_i = (U/E_i)[q − x artanh q].

For the derivative use dq/dx = −1/(2q) and d(artanh q)/dq = 1/(1−q²) = 1/x:

dS_i/dx = (U/E_i)[−1/(2q) − artanh q + 1/(2q)] = −(U/E_i) artanh q.

Dividing by U, and then differentiating once more,

dS_i/dW = −(1/E_i) artanh q, d²S_i/dW² = 1/(2E_iU x q) > 0. ∎

**Lemma 4: where the electrons cross**

If the relevant energies lie several kT above μ, then f(W+Δ_i) ≈ exp[(μ−Δ_i−W)/kT]. The integrand peaks where S_i + W/kT is least, which requires artanh q = E_i/kT = a_i. So q = tanh a_i and

W_i* = U(1 − tanh²a_i) = U/cosh²a_i.

Since S_i is convex, this is the single minimum. Using 1/kT = a_i/E_i, its value is

(U/E_i)[tanh a_i − a_i/cosh²a_i] + (U/E_i)a_i/cosh²a_i = (U/E_i) tanh a_i = U/E_0i.

The second derivative there is cosh²a_i/(2E_iU tanh a_i) = 1/σ_i². The Gaussian integral √(2π)σ_i gives

G_i ≈ (g_i d_i/2π²) [√(4πE_iU tanh a_i)/cosh a_i] exp[(μ−Δ_i)/kT − U/E_0i]. ∎

The peak must lie inside the barrier by more than its width σ_i at both ends, and W_i* + Δ_i − μ must be several kT. At fixed E_i and kT the exponent is U times a function of x, so U is the large parameter, and once the peak is well inside the barrier the relative error of the estimate falls as 1/U.

**Proof of the theorem**

Part (a) is Lemma 1. For (b), divide the results of Lemma 4 for the two valleys. The Fermi level and the factors √U cancel, leaving the stated R with P independent of U.

The sign of the coefficient of U follows from E_0i = kT a_i coth a_i. The derivative of a coth a is (sinh a cosh a − a)/sinh²a, which is positive because sinh 2a > 2a. A smaller mass means a larger a_i, hence E_02 > E_01. So ln R rises linearly with U and passes zero at U_c.

For (c), use T_2 ≤ 1, then U ≤ Δ, then T_1 = 1 above the top:

∫₀^∞T_2 f(W+Δ)dW ≤ ∫_Δ^∞ f(E)dE ≤ ∫_U^∞ f(E)dE ≤ ∫₀^∞T_1 f(W)dW.

Multiplying by the channel factors of Lemma 2 gives the bound. ∎

The physical content of (c) is that a heavy electron can spend the energy Δ on climbing. If Δ would carry it over the barrier top, a small m_2 can at most offset the light valley's Boltzmann factor, and R cannot exceed the ratio of the channel factors.

**Remark 1: the hot limit**

Near the top q is small, and expanding artanh q gives S_i ≈ (2U/3E_i)q³. For an electron y·kT below the top this is

S_i ≈ (2/3)(kT)^(3/2) y^(3/2)/(E_i√U).

Its Boltzmann advantage over an electron at the top is e^y. When (kT)³ ≫ E_i²U the action suppresses electrons even a small fraction of kT below the top, so emission over the barrier dominates. If also U − μ ≫ kT, then G_i → (g_i d_i/2π²) kT exp[(μ−Δ_i−U)/kT], and

R → (g_2d_2/g_1d_1) exp(−Δ/kT).

The tunnelling mass has disappeared. The approach is slow: tunnelling just below the top adds a relative correction of about 1.2[E_i²U/(kT)³]^(1/3), so at (kT)³ = 100E_i²U the conductance is still about 30% above the emission value. At given U and kT, weak doping leads to the same limit because E_i² is proportional to N.

**Remark 2: the cold limit**

With fully ionized donors and a light valley that is empty at zero temperature, μ tends to a value μ_0 with 0 < μ_0 < Δ. The heavy conductance tends to (g_1d_1/2π²)∫₀^{μ_0} exp(−S_1)dW, which is finite: this is field emission. For the light valley T_2 ≤ 1 gives

G_2 ≤ (g_2d_2/2π²) kT exp[−(Δ−μ)/kT] → 0.

So R → 0. Here the heavy valley has left the regime of part (b), and the integral of Lemma 2 must be used. If doping puts μ above the light edge, the light valley is not frozen out and this argument fails.

**Worked example**

Take round parameters for an unnamed semiconductor. The heavy set has g_1 = 4, m_1 = 0.5 and transverse masses 0.1 and 0.4, so d_1 = 0.2. The light valley has g_2 = 1 and all masses 0.05, in units of the electron mass. Let Δ = 0.1 eV, κ = 10, N = 2×10⁻⁶ Å⁻³, φ = 0.8 eV and kT = 0.025 eV.

Charge neutrality gives μ = −0.0464 eV, so U = 0.8 − 0.0464 = 0.7536 eV. The tunnelling energies are E_1 = 0.01174 eV and E_2 = 0.03713 eV, giving E_01 = 0.02681 eV and E_02 = 0.04115 eV. The crossing energies differ strongly: W_1* = 0.609 eV, near the barrier top, and W_2* = 0.140 eV, low in the barrier.

The channel ratio is 0.05/(4×0.2) = 0.0625. The remaining factors of P multiply it by 1.22, so P = 0.0764 and ln P = −2.571. The exponents are U/E_01 = 28.105 and U/E_02 = 18.314. Thus

ln R = −2.571 + (28.105 − 18.314) − 4.000 = 3.220, R ≈ 25.

The full WKB integrals give 24.5. The Gaussian estimates of the two conductances exceed their full WKB values by 2% and 4%. The peaks are not far from the ends of the barrier: W_2* is about 1.4σ_2 above the band edge, and W_1* about 1.8σ_1 below the top. With U ten times larger, both errors were tested to be below 2%.

Alone, the heavy set would give 4.10×10¹⁹ Ω Å² and the light valley 1.672×10¹⁸ Ω Å². In parallel,

ρ_c = 1/[1/(4.10×10¹⁹) + 1/(1.672×10¹⁸)] ≈ 1.61×10¹⁸ Ω Å² = 1.6×10² Ω cm².

Within A1–A4, the light valley holds 0.038% of the electrons and carries 96% of the conductance (Remark 4 shows how far these assumptions move the numbers). As a control, its normal mass was raised to 0.5 with μ and the transverse masses fixed. The two transmissions are then equal, R falls to about 0.0625e⁻⁴ = 0.0011, and the share to 0.11%. The small normal mass is therefore what makes this valley dominant.

The critical bending is U_c = (4.000 + 2.571)/(9.791/0.7536) ≈ 0.506 eV, against 0.509 eV from the full integrals. At this μ it corresponds to a barrier φ of about 0.55 eV. Below that the heavy valleys dominate.

With μ and U recomputed at each temperature, R crosses 1 near kT = 0.0022 eV and again near 0.033 eV. At 0.06 eV, R = 0.067, while the emission limit of Remark 1 would be 0.0625 exp(−0.1/0.06) ≈ 0.012. Tunnelling still helps the light valley there, but no longer enough.

**Remark 3: what WKB leaves out**

A4 omits the matching of the wave at the abrupt metal side, which can raise or lower the transmission. Consider a model metal with the valley's own mass and its band bottom a depth D_i below the valley's bulk edge. Let p = √[2m_i(W+D_i)] be the wave number in the metal and η = √[2m_i(U−W)] the decay constant at the interface. Matching the decaying wave to an outgoing one gives a squared amplitude ratio 4η²/(η²+p²). The usual WKB connection at the smooth turning point gives the arriving wave a squared amplitude m_i exp(−S_i)/η per unit incident flux. Multiplying by the squared amplitude ratio and by the velocity p/m_i in the metal gives the outgoing flux,

T_i ≈ [4pη/(p²+η²)] exp(−S_i) = [4√((W+D_i)(U−W))/(D_i+U)] exp(−S_i).

At W_2* this was tested, for both masses, to agree within 15% with a direct solution of the Schrödinger equation. With the metal band bottom 5 eV below the heavy edge, D_1 = 5 eV and D_2 = 5.1 eV. The factor is about 1.23 for the light valley at its peak and 0.63 for the heavy one at its own. This suggests R ≈ 24.5×1.23/0.63 ≈ 48; the wave solution gives 52. The formula is less accurate near the barrier top: at W_1* the wave solution gives a factor 0.56 instead of 0.63, which accounts for the difference. The light share becomes 98%, and ρ_c is 15% below the WKB value. The wave solution also keeps R below 1 at kT = 0.0015 and 0.06 eV, so dominance at intermediate temperature survives in this model. A metal with another mass or band structure would change these factors.

**Remark 4: limits of A2 and A3 for the example**

The numbers of the example belong to the model, and several neglected effects are not small at these parameters. Each is changed alone below, at kT = 0.025 eV.

*Image force.* The field at the interface is about 7×10⁵ V/cm, and the image lowering, about 0.10 eV, is comparable to U − W_1* = 0.145 eV. Adding −1/(4κz) to the barrier multiplies the WKB G_1 by about 6.4 and G_2 by about 1.7. Then R falls from 24.5 to about 6, the light share to 86%, U_c rises to about 0.61 eV, and the upper crossing moves to kT ≈ 0.029 eV. In the wave solution of Remark 3, with the potential cut off at the metal band bottom, R falls from 52 to about 22.

*Carrier tail.* Replacing the parabolic profile by the Poisson–Boltzmann one gives R ≈ 18 and U_c ≈ 0.53 eV.

*Band shape.* The light electron tunnels about 0.6 eV below its band edge, where a band of mass 0.05 is far from parabolic. With a two-band decay constant η² = 2m_2ε(1 − ε/E_g) at depth ε below the edge, R rises to about 120 for E_g = 1.5 eV and 260 for E_g = 1.1 eV.

*Ionization.* A hydrogenic donor would be bound by about 0.037 eV, and N is close to the Mott density, so full ionization in the bulk is not assured. With that level μ = −0.061 eV and R ≈ 20, while the crossings move only to about 0.0024 and 0.033 eV.

In each case the light valley still dominates at kT = 0.025 eV, but R is fixed only to within about an order of magnitude until these effects are included.

Computed values

```
INPUT
heavy: g=4, normal mass=0.5, transverse=0.1, 0.4 (m_e)
light: g=1, normal mass=0.05, transverse=0.05, 0.05 (m_e)
light edge offset Delta = 0.100 eV
kappa = 10.0, donors N = 2.00e-06 per cubic angstrom
barrier phi = 0.800 eV, kT = 0.0250 eV
metal band bottom below heavy bulk edge = 5.0 eV
INTERMEDIATE
Fermi level mu = -0.0464 eV, band bending U = 0.7536 eV
depletion width = 204.1 angstrom
fraction of electrons in light valley = 3.809e-04
heavy: E00 = 0.01174 eV, a = 0.4697, E0 = 0.02681 eV
heavy: peak W* = 0.6090 eV, U/E0 = 28.105
heavy: Gaussian/full WKB conductance = 1.0222
light: E00 = 0.03713 eV, a = 1.4853, E0 = 0.04115 eV
light: peak W* = 0.1398 eV, U/E0 = 18.314
light: Gaussian/full WKB conductance = 1.0437
prefactor ratio P = 0.07645, ln P = -2.5711
Delta/kT = 4.000
U(1/E0_heavy - 1/E0_light) = 9.7912
RESULTS (WKB)
rho heavy alone = 4.0985e+19 ohm angstrom^2
rho light alone = 1.6720e+18 ohm angstrom^2
rho_c total = 1.6064e+18 ohm angstrom^2
rho_c total = 1.6064e+02 ohm cm^2
G_light/G_heavy: full = 24.513, Gaussian formula = 25.029
light share of conductance = 0.9608
light share if its normal mass were heavy = 1.143e-03
critical U: formula = 0.5057 eV, full = 0.5086 eV
bound on G_light/G_heavy for U <= Delta = 0.0625
window in kT: 0.00224 to 0.03304 eV
CHECKS
bias slope of current / sum of conductances = 1.0000008
two-channel transmission: sum = 0.8400, unmixed = 0.8400, mixed = 1.0000
wave solution: rho_c = 1.3611e+18 ohm angstrom^2
wave solution: light share = 0.9813
kT = 0.0015 eV: G_light/G_heavy WKB = 1.646e-09, wave = 8.819e-10
kT = 0.0250 eV: G_light/G_heavy WKB = 2.451e+01, wave = 5.242e+01
kT = 0.0600 eV: G_light/G_heavy WKB = 6.713e-02, wave = 1.193e-01
```
